# Optic-axis tilt and apparent in-plane birefringence at normal incidence

## Result

Light travelling along the normal $z$ of a layered anisotropic medium responds to the permittivity tensor $\varepsilon$ through the $2\times2$ matrix

$$
\varepsilon_{\rm eff}=\varepsilon_{tt}-\frac{\varepsilon_{tz}\,\varepsilon_{zt}}{\varepsilon_{zz}},\qquad t=(x,y). \tag{1}
$$

This is the Schur complement of $\varepsilon_{zz}$ in the full tensor. Here $\varepsilon_{tt}$ is the in-plane block, $\varepsilon_{tz}$ the column $(\varepsilon_{xz},\varepsilon_{yz})^T$ and $\varepsilon_{zt}$ the row $(\varepsilon_{zx},\varepsilon_{zy})$.

For a transparent uniaxial film with principal permittivities $\varepsilon_o=n_o^2$ and $\varepsilon_e=n_e^2$, whose optic axis is raised by an angle $\beta$ out of the film plane, the eigenvalues of (1) are $\varepsilon_o$ and $\varepsilon'$, with

$$
\frac1{\varepsilon'}=\frac{\cos^2\beta}{\varepsilon_e}+\frac{\sin^2\beta}{\varepsilon_o}. \tag{2}
$$

The film has the same normal-incidence reflection and transmission as an untilted film with extraordinary index $n'=\sqrt{\varepsilon'}$, if thickness, $n_o$, in-plane azimuth and surroundings are the same. Since $n'$ lies between $n_o$ and $n_e$, the tilt is read as a weaker birefringence. Transmission at two opposite oblique angles, with the optic axis in the plane of incidence, separates the two films, as shown below. If the projected axis is perpendicular to the plane of incidence, mirror symmetry makes the two retardance readings equal and this signal vanishes.

## Derivation of the Schur complement

The medium is nonmagnetic, linear and local, and $\varepsilon$ may vary with $z$. In Gaussian units, with time factor $e^{-i\omega t}$ and $k_0=\omega/c$, Maxwell's equations are

$$
\nabla\times\mathbf E=ik_0\mathbf H,\qquad \nabla\times\mathbf H=-ik_0\mathbf D,\qquad \mathbf D=\varepsilon\mathbf E .
$$

At normal incidence the fields depend on $z$ alone. With a prime on a field for $d/dz$, the components are

$$
E_x'=ik_0H_y,\quad E_y'=-ik_0H_x,\quad H_y'=ik_0D_x,\quad H_x'=-ik_0D_y,
$$

together with $H_z=0$ and $D_z=0$. The last condition holds because the $z$ component of a curl contains only $x$ and $y$ derivatives. Written out, it reads

$$
\varepsilon_{zx}E_x+\varepsilon_{zy}E_y+\varepsilon_{zz}E_z=0
\;\Rightarrow\;
E_z=-\frac{\varepsilon_{zt}E_t}{\varepsilon_{zz}}, \tag{3}
$$

provided $\varepsilon_{zz}\neq0$. The displacement is transverse, but the electric field generally is not. Inserting (3) in the in-plane part of $\mathbf D$ gives

$$
D_t=\varepsilon_{tt}E_t+\varepsilon_{tz}E_z
=\left(\varepsilon_{tt}-\frac{\varepsilon_{tz}\varepsilon_{zt}}{\varepsilon_{zz}}\right)E_t
=\varepsilon_{\rm eff}E_t .
$$

Differentiating the equations for $E_x'$ and $E_y'$, and eliminating $H_t$, gives

$$
E_t''+k_0^2\,\varepsilon_{\rm eff}(z)\,E_t=0. \tag{4}
$$

At an interface $E_t$ and $H_t$ are continuous. Since $H_t$ is proportional to $E_t'$ with the components interchanged, $E_t$ and $E_t'$ are continuous too. Equation (4) and these conditions fix all reflection and transmission amplitudes, and they contain $\varepsilon$ only through $\varepsilon_{\rm eff}$.

Symmetry and reality of $\varepsilon$ were not used, so (1) also covers absorbing and gyrotropic media. In code the correction is the outer product of the column $\varepsilon_{tz}$ with the row $\varepsilon_{zt}$, without complex conjugation. Where $\varepsilon_{zz}$ approaches zero, $E_z$ becomes large for a given $E_t$ if the coupling $\varepsilon_{zt}$ stays finite, and the assumption of a local response needs separate justification.

## The tilted uniaxial film

The inverse tensor $\eta=\varepsilon^{-1}$ gives a short route to the eigenvalues. From $\mathbf E=\eta\mathbf D$ and $D_z=0$ follows $E_t=\eta_{tt}D_t$. Comparison with $D_t=\varepsilon_{\rm eff}E_t$ gives

$$
\varepsilon_{\rm eff}=(\eta_{tt})^{-1}. \tag{5}
$$

Normal incidence thus selects the in-plane block of the inverse tensor. The in-plane block of $\varepsilon$ itself is the right matrix only when the correction in (1) vanishes.

Let the unit vector along the optic axis be

$$
\mathbf c=(\cos\beta\cos\varphi,\ \cos\beta\sin\varphi,\ \sin\beta),
$$

where $\varphi$ is the azimuth. The inverse tensor has eigenvalue $1/\varepsilon_e$ along $\mathbf c$ and $1/\varepsilon_o$ across it:

$$
\eta=\frac{I}{\varepsilon_o}-\kappa\,\mathbf c\mathbf c^T,\qquad
\kappa=\frac1{\varepsilon_o}-\frac1{\varepsilon_e}.
$$

The in-plane part of $\mathbf c$ is $\cos\beta\,\mathbf u$, with $\mathbf u=(\cos\varphi,\sin\varphi)$. Therefore

$$
\eta_{tt}=\frac{I}{\varepsilon_o}-\kappa\cos^2\beta\,\mathbf u\mathbf u^T .
$$

Across $\mathbf u$ the eigenvalue is $1/\varepsilon_o$. Along $\mathbf u$ it is

$$
\frac1{\varepsilon'}=\frac1{\varepsilon_o}-\kappa\cos^2\beta, \tag{6}
$$

which is (2) after $\kappa$ is inserted. The apparent axis is the projection of the true axis on the film plane, so the measured azimuth is correct even when the birefringence is not.

For $0<|\beta|<90^\circ$, equation (2) is a weighted mean of $1/\varepsilon_e$ and $1/\varepsilon_o$ with positive weights. Hence $n'$ lies strictly between $n_o$ and $n_e$, for either sign of the birefringence. At $\beta=0$ the full birefringence is seen. At $\beta=90^\circ$ the light travels along the optic axis and the film looks isotropic.

### Weak birefringence

Write $n_e=n_o+\Delta n$ and $n'=n_o+\Delta n'$. To second order,

$$
\frac1{n_o^2}-\frac1{(n_o+\Delta n)^2}
=\frac{2\Delta n}{n_o^3}-\frac{3\Delta n^2}{n_o^4}.
$$

Equation (6) says that this difference, taken for $n'$, equals $\cos^2\beta$ times the same difference for $n_e$. Multiplication by $n_o^3/2$ gives

$$
\Delta n'-\frac{3\Delta n'^2}{2n_o}
=\cos^2\beta\left(\Delta n-\frac{3\Delta n^2}{2n_o}\right).
$$

In the quadratic term on the left the leading result $\Delta n'=\Delta n\cos^2\beta$ is accurate enough. Since $\cos^2\beta-\cos^4\beta=\cos^2\beta\sin^2\beta$,

$$
\Delta n'\simeq\Delta n\cos^2\beta
\left[1-\frac{3}{2}\frac{\Delta n}{n_o}\sin^2\beta\right]. \tag{7}
$$

### Which parameters remain undetermined

Suppose $n_o$ and the thickness are known and $\varepsilon'$ has been measured. All pairs $(\varepsilon_e,\beta)$ with

$$
\frac1{\varepsilon_e}=\frac1{\varepsilon_o}-
\frac{1/\varepsilon_o-1/\varepsilon'}{\cos^2\beta} \tag{8}
$$

give the same data. For $\varepsilon'>\varepsilon_o$ the right side must be positive, which requires $\cos^2\beta>1-\varepsilon_o/\varepsilon'$. A spectrum does not remove the ambiguity if $\varepsilon_e(\omega)$ is free, because (8) can be satisfied at each frequency. If $\varepsilon_e$ is known independently and differs from $\varepsilon_o$, (6) gives $\cos^2\beta$, and thus the size of the tilt but not its sign.

### Biaxial and absorbing films

The weakening is a property of uniaxial films. Take a biaxial film with principal indices 1.50, 1.55 and 1.70 along $x$, $y$ and $z$. Its in-plane birefringence is 0.05. A rotation by $40^\circ$ about $x$ leaves the index 1.50 in place and changes the other in-plane index to

$$
\left(\frac{\cos^240^\circ}{1.55^2}+\frac{\sin^240^\circ}{1.70^2}\right)^{-1/2}=1.607 .
$$

The in-plane birefringence rises to 0.107. There is still a bound for a real, symmetric, positive tensor. Each eigenvalue of $\eta_{tt}$ equals $\mathbf v^T\eta\mathbf v$ for some unit vector $\mathbf v$ in the film plane, and so lies between the smallest and largest eigenvalues of $\eta$. The in-plane birefringence therefore cannot exceed the spread of the principal indices, here 0.20.

For an absorbing uniaxial film, (6) holds with complex permittivities. The complex difference $1/\varepsilon_o-1/\varepsilon'$ is reduced by $\cos^2\beta$, but the argument from ordering does not apply separately to the real and imaginary parts of the index.

## Removing the ambiguity

Let the optic axis lie in the plane of incidence $xz$, with $\mathbf c=(\cos\beta,0,\sin\beta)$. Light arrives from air at angle $\theta$, travelling towards positive $z$, with $k_x=k_0\sin\theta$. The fields carry the factor $e^{ik_xx}$. For p polarization the nonzero components are $E_x$, $E_z$ and $H_y$, and Maxwell's equations become

$$
E_x'=ik_xE_z+ik_0H_y,\qquad H_y'=ik_0D_x,\qquad D_z=-\frac{k_x}{k_0}H_y .
$$

Define $q=\varepsilon_{xz}/\varepsilon_{zz}$. For the symmetric tensor used here, the third equation gives

$$
E_z=-qE_x-\frac{k_x}{k_0\varepsilon_{zz}}H_y .
$$

Substitution in the first two equations yields

$$
\begin{aligned}
E_x'&=-ik_xq\,E_x+i\left(k_0-\frac{k_x^2}{k_0\varepsilon_{zz}}\right)H_y,\\
H_y'&=ik_0\varepsilon'E_x-ik_xq\,H_y ,
\end{aligned} \tag{9}
$$

because $\varepsilon_{xx}-\varepsilon_{xz}^2/\varepsilon_{zz}=\varepsilon'$ in this orientation. The two diagonal terms are equal. Setting $(E_x,H_y)=e^{-ik_xqz}(F,G)$ removes them:

$$
F'=i\left(k_0-\frac{k_x^2}{k_0\varepsilon_{zz}}\right)G,\qquad G'=ik_0\varepsilon'F . \tag{10}
$$

These equations are even in $k_x$. So are the ratios $H_y/E_x$ of the waves in the isotropic media outside. For film thickness $d$, the odd part of the response is therefore the factor $e^{-ik_xqd}$ in transmission, and

$$
\frac{t_{pp}(+\theta)}{t_{pp}(-\theta)}=e^{-2ik_0dq\sin\theta}. \tag{11}
$$

Multiple reflections are included in this result. The reflection amplitude $r_{pp}$ is even in $\theta$ in this geometry, so its two values cannot supply the sign of the tilt. If the tilt varies with depth while the axis stays in the plane of incidence, $qd$ in (11) is replaced by $\int_0^d q\,dz$.

An absolute phase is unnecessary. The s wave sees $\varepsilon_o$ and its amplitude $t_{ss}$ is even in $\theta$. Define the retardance in length units as

$$
R(\theta)=\frac{\lambda}{2\pi}\arg\frac{t_{pp}}{t_{ss}},
$$

where $\lambda$ is the vacuum wavelength. In an absorbing film $q$ is complex: (11) then also changes the modulus of $t_{pp}$, and only $\operatorname{Re}q$ enters the phase. For a transparent film, with the phase followed continuously,

$$
R(+\theta)-R(-\theta)=-2dq\sin\theta . \tag{12}
$$

With the opposite time factor $e^{+i\omega t}$, the phases change sign. Turning the film by $180^\circ$ about its normal replaces $q$ by $-q$ and serves the same purpose as reversing $\theta$.

The tilt now follows from $q$ and $\varepsilon'$. The tensor elements are

$$
\varepsilon_{xz}=(\varepsilon_e-\varepsilon_o)\sin\beta\cos\beta,\qquad
\varepsilon_{zz}=\varepsilon_o\cos^2\beta+\varepsilon_e\sin^2\beta .
$$

Equation (2) is equivalent to $\varepsilon'=\varepsilon_o\varepsilon_e/\varepsilon_{zz}$, so

$$
\frac{\varepsilon'}{\varepsilon_o}-1=\frac{\varepsilon_e-\varepsilon_{zz}}{\varepsilon_{zz}}
=\frac{(\varepsilon_e-\varepsilon_o)\cos^2\beta}{\varepsilon_{zz}} .
$$

Dividing $q$ by this expression gives

$$
\tan\beta=\frac{q\,\varepsilon_o}{\varepsilon'-\varepsilon_o}, \tag{13}
$$

and (8) then gives $\varepsilon_e$. This inversion assumes a uniform tilt. For a tilt that varies with depth it returns effective values, which differ from the mean tilt and the true $\varepsilon_e$ when the variation is large. The division fails when $\varepsilon'=\varepsilon_o$, and noise is amplified when the apparent birefringence is small.

## Worked example

The model film has $n_o=1.50$, $n_e=1.65$, $\beta=30^\circ$ and $d=1000$ nm. It lies between air and glass of index 1.50, and the wavelength is 550 nm. The tensor elements are

$$
\begin{aligned}
\varepsilon_{xx}&=0.75(2.7225)+0.25(2.25)=2.6044,\\
\varepsilon_{xz}&=0.4725\sin30^\circ\cos30^\circ=0.2046,\\
\varepsilon_{zz}&=0.25(2.7225)+0.75(2.25)=2.3681 .
\end{aligned}
$$

The Schur correction is $0.2046^2/2.3681=0.0177$, so $\varepsilon'=2.5867$ and $n'=1.6083$. Using $\varepsilon_{xx}$ without the correction would give 1.6138 and overstate the apparent birefringence by about 5%.

The true birefringence is 0.150 and the apparent one is 0.108, a ratio of 0.722. The leading estimate $\cos^2\beta$ is 0.750, and (7) gives 0.722. Without interface reflections, the retardance is $d(n'-n_o)=108.3$ nm, against 150 nm for the same material without tilt.

Equation (8) lists other films with the same normal-incidence response, with $n_o$ and $d$ held fixed:

- tilt $0^\circ$, $n_e=1.608$;
- tilt $15^\circ$, $n_e=1.617$;
- tilt $30^\circ$, $n_e=1.650$;
- tilt $45^\circ$, $n_e=1.744$.

Retardances with reflections were computed numerically. The plane-wave modes of the film were found from Maxwell's equations as an eigenvalue problem, and their tangential fields were matched at both surfaces. At normal incidence this gives 107.7 nm. Fitting that value with an untilted film, by root finding in its extraordinary index, returns 1.6083. A perfect fit thus gives no warning that the assumed orientation is wrong.

At oblique incidence the two films separate. For the tilted film $R=63.5$ nm at $+30^\circ$ and 149.9 nm at $-30^\circ$; for its untilted double $R=102.1$ nm at both angles. The difference for the tilted film is $-86.4$ nm. Equation (12) gives

$$
q=\frac{86.4}{2(1000)\sin30^\circ}=0.0864,
$$

and (13) gives

$$
\tan\beta=\frac{0.0864(2.25)}{2.5867-2.25}=0.577,
$$

hence $\beta=30^\circ$, and (8) returns $n_e=1.65$. The mean of the two oblique retardances, 106.7 nm, also differs from 102.1 nm. Equation (10) shows why: the films share $\varepsilon'$ but have different $\varepsilon_{zz}$, 2.368 for the tilted film and 2.250 for its double.

## Use with real retarder films

The parameters are rough values in the regime of aligned liquid-crystal polymer retarders, where a birefringence of order 0.1 and a thickness of order one micrometre are reasonable. A tilt of $30^\circ$ suits a deliberately tilted film and is large for one intended to be planar. At $3^\circ$, the factor $\cos^2\beta$ lowers the birefringence by only about 0.3%. Real films can break the assumption of uniform tilt. A linear variation from $20^\circ$ at the air side to $40^\circ$ at the glass side, represented by 40 uniform sublayers, changes the computed normal-incidence retardance by $-0.5$ nm.

Other changes, each made alone with the remaining settings fixed, are of similar size:

- Interface reflections contribute $-0.6$ nm relative to $d(n'-n_o)$ at this thickness. The contribution oscillates between about $-0.7$ and $+0.7$ nm as the thickness runs from 800 to 1200 nm.
- A misalignment of $+1^\circ$ in the plane of the axis contributes $-1.5$ nm. This agrees with the odd term $-dq\sin1^\circ$ from (12).
- A 1% increase in thickness contributes $+1.3$ nm. The direct term is 1.1 nm; the rest is the change in the reflection contribution.
- An assumed loss of birefringence of 0.1% per K over 5 K contributes $-0.5$ nm.

For a uniform 10 nm band centred on 550 nm, with indices held constant, the loss of coherence $1-|\langle e^{i\delta}\rangle|$ is about $3\times10^{-5}$, where $\delta=\arg(t_{pp}/t_{ss})$ and the brackets average over wavelength. At normal incidence the energy flow of the extraordinary wave leans from the normal by a slope $S_x/S_z=-E_z/E_x=q$, where $\mathbf S$ is the Poynting vector; that of the ordinary wave does not lean. The extraordinary part of the beam therefore shifts sideways by $qd=86$ nm relative to the ordinary part, which is negligible for a spot many micrometres wide.

The retardance changes listed above are small beside the 42 nm deficit caused by the tilt in this example. At a tilt of $3^\circ$ the deficit is only about 0.5 nm, less than the direct effect of a 1% error in thickness, which is about 1.5 nm. The odd signal (12) is then the more sensitive indicator, since $q$ is linear in a small $\beta$ while the loss of birefringence is quadratic. The angles $+\theta$ and $-\theta$ must be set about the true film normal, because an offset of the zero also produces a difference between the two readings.
